The leading Kane correction to the effective density of states

## First half: counting states in energy

### The error of the parabolic formula

Suppose that the effective density of states of silicon's conduction band is computed at 300 K from the masses at the band edge, as if the band were parabolic. With rough typical masses the result is 2.74×10¹⁹ cm⁻³. If the band flattens above its edge in the way described below, with a rough nonparabolicity of 0.5 eV⁻¹, the same masses give 2.88×10¹⁹ cm⁻³. The parabolic value is then too low by 4.7 % of the correct value for this model.

The error spreads to whatever is deduced from the formula. A Fermi level obtained from a known electron density comes out 1.24 meV too high. A mass deduced from a known effective density of states comes out too large, because the parabolic formula varies as mass to the power 3/2 and must absorb a factor 1.049. The apparent mass is too large by the factor 1.049^(2/3), which is about 1.03. Since the missing factor depends on temperature, this apparent mass drifts with temperature even if the true band-edge mass stays fixed.

To leading order the missing factor is

1 + (15/4) α kT.

Here kT is a single symbol for the thermal energy, Boltzmann's constant times the absolute temperature, and α measures the departure from a parabola. The factor is derived twice, first by counting states in energy and then by following each state at fixed wave vector.

### The band and the quantity to be found

Energies E are measured upward from the conduction-band edge E_c. The band has M equivalent valleys. In each valley the wave vector, measured from the minimum, has components k₁, k₂, k₃ along the principal axes, and the Kane dispersion is

E(1 + αE) = ε,

ε = (ħ²/2)(k₁²/m₁ + k₂²/m₂ + k₃²/m₃).

The constant α is not negative and has the unit of inverse energy. The quantity ε is the energy which the state would have in a parabolic band. For small ε the term αE² is negligible and E approaches ε, so m₁, m₂ and m₃ are the masses at the band edge. This convention matters: a mass fitted to a measured effective density of states with the parabolic formula already contains the correction at the temperature of the fit, and applying the factor to it would count the correction twice.

Because E + αE² = ε, a state with given wave vector lies lower than in the parabolic band, by the amount αE². The band rises less steeply than the parabola.

The effective density of states N_c is defined through the electron density n in the nondegenerate limit,

n = N_c exp[(μ − E_c)/kT],

where μ is the chemical potential. Nondegenerate means that exp[(μ − E_c)/kT] is much smaller than one. The Fermi–Dirac occupation of a state at energy E above the edge then reduces to

exp[(μ − E_c)/kT] exp(−E/kT).

The first factor is common to all states. If g(E) is the number of states per volume and energy, with both spins and all valleys included, the definition gives

N_c = ∫₀^∞ g(E) exp(−E/kT) dE.

The upper limit is infinity although a real band is finite. This is harmless if the Boltzmann factor has become negligible before the Kane form fails, a condition that silicon at 300 K meets only in part, as the second half shows.

### The density of states

The ellipsoids of constant energy become spheres if the components are rescaled. Let

m_d = (m₁m₂m₃)^(1/3),  k_i = √(m_i/m_d) q_i.

Then k_i²/m_i = q_i²/m_d, and

ε = ħ²q²/(2m_d),  q² = q₁² + q₂² + q₃².

The volume element changes by the product of the three scale factors,

√(m₁m₂m₃/m_d³) = 1,

so that volumes in the two spaces are equal. This is the reason for choosing the geometric mean as m_d.

Since E(1 + αE) grows steadily with E for E ≥ 0, the states with energy below E are those inside the sphere of radius

q(E) = √(2m_d E(1 + αE))/ħ.

The wave vectors allowed in a crystal of volume V have the density V/(2π)³, and each carries two spin states. The number of states per volume below E is therefore

N(E) = M · 2/(2π)³ · (4π/3) q(E)³ = M q(E)³/(3π²).

With the radius inserted,

N(E) = M (2m_d)^(3/2) [E(1 + αE)]^(3/2) / (3π²ħ³).

The density of states is the derivative of N(E). The power 3/2 yields a factor 3/2 and leaves the power 1/2. The inner function E + αE² yields 1 + 2αE. Hence

g(E) = [M (2m_d)^(3/2)/(2π²ħ³)] √(E(1 + αE)) (1 + 2αE).

This formula was compared with a direct count of points on a fine mesh in the space of wave vectors, for one valley with masses 0.19, 0.19 and 0.92 electron masses and α = 0.5 eV⁻¹. Between 50 and 150 meV the count gives 4.3998×10¹⁹ states per cm³, and the integral of the formula gives 4.3989×10¹⁹. They differ by 0.02 %.

The two ways in which nonparabolicity raises g at a given energy can be separated. The number of states in a thin shell is proportional to the area of the sphere, hence to q², and to the thickness dq/dE. Relative to the parabolic band at the same E, the area is larger by the factor

1 + αE.

Since q is proportional to √(E(1 + αE)), its derivative is proportional to (1 + 2αE)/√(E(1 + αE)), and the thickness is larger by the factor

(1 + 2αE)/√(1 + αE) = 1 + (3/2)αE + … .

To first order the area contributes αE and the thickness (3/2)αE. Their sum is (5/2)αE. At leading order two fifths of the correction thus come from the larger surface of constant energy and three fifths from the flatter slope.

### The thermal average

Introduce the dimensionless energy and nonparabolicity

x = E/kT,  t = αkT.

Then αE = tx, √E = √(kT) √x and dE = kT dx. The integral for N_c becomes

N_c = [M (2m_d kT)^(3/2)/(2π²ħ³)] ∫₀^∞ √x f(tx) e^(−x) dx,

f(y) = √(1 + y) (1 + 2y).

For a parabolic band t = 0 and f = 1. The remaining integral is Γ(3/2) = √π/2, and the parabolic value is

N_c0 = M (2m_d kT)^(3/2) √π/(4π²ħ³) = 2M [m_d kT/(2πħ²)]^(3/2).

The last two forms agree because both have the numerical factor 1/(√2 π^(3/2)) in front of M(m_d kT)^(3/2)/ħ³.

The correction factor is the ratio R(t) = N_c/N_c0. The common prefactors cancel, and division by √π/2 leaves

R(t) = (2/√π) ∫₀^∞ √x f(tx) e^(−x) dx.

This is the average of f(tx) over the normalized weight (2/√π)√x e^(−x), the energy distribution of nondegenerate electrons in a parabolic band. Such averages are written with angle brackets. Integration by parts gives

∫₀^∞ x^s e^(−x) dx = s ∫₀^∞ x^(s−1) e^(−x) dx for s > 0,

since the boundary term −x^s e^(−x) vanishes at both ends. With s = 3/2 and then s = 5/2,

⟨x⟩ = 3/2,  ⟨x²⟩ = (5/2)(3/2) = 15/4.

For small y,

√(1 + y) = 1 + y/2 − y²/8 + … .

Multiplication by 1 + 2y gives the coefficient 1/2 + 2 = 5/2 for y, and −1/8 + 1 = 7/8 for y²:

f(y) = 1 + (5/2)y + (7/8)y² + … .

The linear term, averaged over the weight, gives

R(t) = 1 + (5/2)(3/2)t + O(t²) = 1 + (15/4)αkT + O((αkT)²).

The factor 5/2 belongs to the density of states and the factor 3/2 to the mean thermal energy.

### How large the remainder can be

The expansion of f in powers of y diverges for y > 1, whereas the integral runs over all energies. The series averaged term by term in fact diverges for every t > 0, because the averages of high powers of x grow factorially. Stopping after the linear term therefore needs a justification. A bound on the remainder supplies it and also tells how far the leading result can be trusted.

Write 1 + 2y = 2(1 + y) − 1. Then

f(y) = 2(1 + y)^(3/2) − (1 + y)^(1/2),

f′(y) = 3(1 + y)^(1/2) − (1/2)(1 + y)^(−1/2),

f″(y) = (3/2)(1 + y)^(−1/2) + (1/4)(1 + y)^(−3/2).

The first derivative at zero is 3 − 1/2 = 5/2, as before. The second derivative is positive for all y ≥ 0 and decreases from its value 3/2 + 1/4 = 7/4 at zero. Taylor's formula with the remainder as an integral reads

f(y) − 1 − (5/2)y = ∫₀^y (y − s) f″(s) ds.

The right side is positive for y > 0. It is smaller than (7/4)(y²/2), the value obtained by replacing f″(s) with its maximum. Therefore

0 < f(y) − 1 − (5/2)y < (7/8)y².

Set y = tx and average. Since ⟨x²⟩ = 15/4 and (7/8)(15/4) = 105/32,

0 < R(t) − 1 − (15/4)t < (105/32)t² for every t > 0.

The leading formula always lies below the full Kane result. Dividing the upper bound by (15/4)t shows that the omitted part is less than the fraction 7t/8 of the leading correction.

At t = 0.05 the leading formula gives 1.1875, the full integral 1.1954 and the upper bound 1.1957. At t = 0.20 the three numbers are 1.750, 1.867 and 1.881. There the leading formula falls short by 6 % of R, and the closed form that follows is preferable.

### The closed form and its limits

The integral can be evaluated for any t. Define θ and z by

1 + 2αE = cosh θ,  z = 1/(2t) = 1/(2αkT).

It follows that

E(1 + αE) = [(1 + 2αE)² − 1]/(4α) = sinh²θ/(4α),

dE = sinh θ dθ/(2α),  E/kT = z(cosh θ − 1).

The energy integral without its constant prefactor is then

∫₀^∞ √(E(1 + αE)) (1 + 2αE) e^(−E/kT) dE = [e^z/(4α^(3/2))] J,

J = ∫₀^∞ sinh²θ cosh θ e^(−z cosh θ) dθ.

For a parabolic band the same integral is (√π/2)(kT)^(3/2). The ratio is

R = e^z J/(2√π t^(3/2)) = √(2/π) z^(3/2) e^z J,

where t^(−3/2) = (2z)^(3/2) was used. To find J, note that sinh θ e^(−z cosh θ) is −1/z times the derivative of e^(−z cosh θ). Integration by parts has no boundary terms, and the derivative of sinh θ cosh θ is cosh 2θ. Thus

J = (1/z) ∫₀^∞ cosh 2θ e^(−z cosh θ) dθ = K₂(z)/z,

where the last integral is the standard representation of the modified Bessel function K₂. The result is

R(t) = √(2z/π) e^z K₂(z),  z = 1/(2t).

For t → 0 the bound derived above shows that R → 1, the parabolic limit. In the opposite limit f(y) approaches 2y^(3/2), and the average gives

R → (2/√π) · 2t^(3/2) ∫₀^∞ x² e^(−x) dx = 8t^(3/2)/√π.

Together with the factor T^(3/2) in N_c0, this makes N_c proportional to T³. The reason is that for αE much larger than one the Kane dispersion makes E proportional to the wave number, and the density of states then grows as E². For silicon this limit lies far outside the range in which the dispersion describes the band, so it serves as a check on the mathematics and not as a prediction.

## Second half: fixed wave vectors, and the effect on freeze-out

### Symbols and results carried over

The band has M valleys with E(1 + αE) = ε, where E is measured from the edge E_c, ε is the parabolic energy at the same wave vector, and m_d is the geometric mean of the three band-edge masses. The thermal energy is kT, and t = αkT. In the nondegenerate limit n = N_c exp[(μ − E_c)/kT], with N_c = N_c0 R(t) and N_c0 = 2M[m_d kT/(2πħ²)]^(3/2). Counting states in energy gave R = 1 + (15/4)t, with a positive remainder smaller than (105/32)t². Angle brackets denote averages over the weight (2/√π)√x e^(−x).

### The second derivation

Instead of sorting the states by energy, sum the Boltzmann factor over wave vectors:

N_c = [2M/(2π)³] ∫ exp(−E/kT) d³k.

With the rescaled wave vector q, for which ε = ħ²q²/(2m_d) and volumes are unchanged, d³k becomes 4πq² dq. Let w = ε/kT. Then q = √(2m_d kT w)/ħ and

q² dq = (1/2)(2m_d kT/ħ²)^(3/2) √w dw.

The prefactor becomes M(2m_d kT)^(3/2)/(2π²ħ³), as in the first derivation. Division by N_c0 gives

R(t) = (2/√π) ∫₀^∞ √w e^(−a) dw,

where a = E/kT is the positive solution of a + ta² = w.

The weight √w now belongs to the parabolic band for any t. All of the nonparabolicity sits in the Boltzmann factor, because each state keeps its wave vector and moves down in energy. Differentiate a + ta² = w with respect to t at fixed w:

(1 + 2ta) ∂a/∂t + a² = 0,  ∂a/∂t = −a²/(1 + 2ta).

The Boltzmann factor therefore changes at the rate

∂e^(−a)/∂t = a² e^(−a)/(1 + 2ta).

The two minus signs, one from the exponent and one from the lowering of the energy, combine to an increase. At t = 0 one has a = w, and the rate is w² e^(−w). Hence

R = 1 + t⟨w²⟩ + O(t²) = 1 + α⟨ε²⟩/kT + O(t²).

The average can be found without gamma functions. In a parabolic band the Boltzmann factor is a Gaussian in each component of the wave vector, so that

w = (u₁² + u₂² + u₃²)/2,

with three independent normal variables u_i of unit variance. Each term u_i²/2 has the mean 1/2. Its mean square is ⟨u_i⁴⟩/4 = 3/4, and its variance is 3/4 − 1/4 = 1/2. For the sum of three terms the mean is 3/2 and the variance is 3/2, so that

⟨w²⟩ = (3/2)² + 3/2 = 15/4.

This is the same coefficient, obtained as a mean square energy. The square of the mean supplies 9/4 and the thermal fluctuation supplies 3/2. Replacing ⟨ε²⟩ by ⟨ε⟩² would miss two fifths of the effect.

### Why the first-order step is allowed

The downward shift is αε² to leading order, and it grows faster than ε itself. If E were replaced by ε − αε² and left in the exponent, the integrand would contain exp(−w + tw²) and the integral would diverge. The expansion must be made in t before integrating, and differentiation under the integral must be justified.

Take 0 ≤ t ≤ t₀. Since a decreases when t increases, e^(−a) is at most exp[−a(w,t₀)], and a ≤ w. The first derivative found above is thus at most w² exp[−a(w,t₀)]. Differentiating once more gives

∂²e^(−a)/∂t² = −2a³e^(−a)/(1 + 2ta)² − [a²e^(−a)/(1 + 2ta)] · [(2a − a²)/(1 + 2ta) − 2ta²/(1 + 2ta)²].

The first term comes from the explicit t in the denominator, and the second from the change of a. As the denominators are at least one, the magnitude is at most

[4w³ + (1 + 2t₀)w⁴] exp[−a(w,t₀)].

For large w, a(w,t₀) grows as √(w/t₀), so both bounds are integrable with the weight √w. Both differentiations are therefore permitted, and the remainder is of order t².

At t = 0 the second derivative is (w⁴ − 4w³)e^(−w). With ⟨w³⟩ = (7/2)(15/4) = 105/8 and ⟨w⁴⟩ = (9/2)(105/8) = 945/16, half its average is

(1/2)(945/16 − 840/16) = 105/32.

This second-order coefficient equals the constant in the bound of the first half. The closed form agrees with quadrature over wave vectors, which does not use g(E). At t = 0.001 the quadrature gives (R − 1)/t = 3.75328, and the first two coefficients predict 3.75 + 3.28×0.001 = 3.75328.

### What each derivation assumes

Both derivations assume Boltzmann occupation, a constant α, band-edge masses, and a Kane form that holds over the thermally important energies. Under these assumptions they are two forms of one integral. Setting w = x + tx² gives dw = (1 + 2tx)dx and √w = √x √(1 + tx), which turns the second integral into the first.

They differ in what they need from the band. The first derivation needs the volume enclosed by each surface of constant energy. The Kane form supplies it at once because ε is a simple function of E. In return, one inequality for f gives a remainder bound with an explicit constant.

For the leading coefficient, the second derivation needs the energy shift at fixed wave vector and its parabolic average. If a band has the energy ε + δ, with a small shift δ that depends on the wave vector, the same first-order step gives

R = 1 − ⟨δ⟩/kT,

provided that the thermal integral converges and the higher terms are small. Here the brackets mean the average over all wave vectors with the weight exp(−ε/kT), which for a function of ε alone is the average used so far. For the Kane band δ = −αε² to first order in α. Another dispersion with the same first shift has the same coefficient 15/4, even if its higher terms differ. The shift may also depend on direction, in which case the surfaces of constant energy are in general no longer the ellipsoids of the parabolic band, and the first derivation would need their volumes afresh. A shift that is cubic in the wave vector, which is allowed when the minimum lies away from a symmetry point, needs separate care. Its average vanishes, but its second-order term ⟨δ²⟩/(2(kT)²) is linear in kT, like the quartic term kept here, and must be added unless it is small.

### When the electrons become degenerate

Let u = exp[(μ − E_c)/kT]. For u < 1 the Fermi–Dirac occupation is

u e^(−x)/(1 + u e^(−x)) = u e^(−x) − u² e^(−2x) + … .

The first term gives R(t)u. In the second, put x = s/2. Then √x dx = 2^(−3/2) √s ds and f(tx) = f((t/2)s), so that

n/N_c0 = R(t)u − R(t/2)u²/√8 + … .

Nonparabolicity raises n at fixed μ, and degeneracy lowers it. In the silicon model below at 300 K, the two effects cancel at n = 4.0×10¹⁸ cm⁻³: the density then equals the parabolic Boltzmann value N_c0 u. Near that density the Kane factor alone is misleading. The number belongs to the model band. In phosphorus-doped silicon this density lies at about the metal–insulator transition. The Coulomb energy at the mean donor spacing is then about 20 meV, far above the 1.24 meV of the Kane shift, and the band edge is itself altered.

### How much of the factor reaches the electron density

At fixed μ the density changes by the factor R. At fixed doping μ adjusts itself. Consider N_D donors per volume with one level at the depth E_D below the band edge, spin degeneracy g_D = 2, no acceptors and negligible holes. The ratio of neutral to ionized donors is

(N_D − n)/n = g_D exp[(μ − E_c + E_D)/kT] = g_D (n/N_c) exp(E_D/kT),

because each electron in the band leaves one ionized donor behind. Rearranged,

n²/(N_D − n) = Y,  Y = (N_c/g_D) exp(−E_D/kT).

The positive root of n² + Yn − YN_D = 0 is

n = [−Y + √(Y² + 4YN_D)]/2 = 2N_D/[1 + √(1 + 4N_D/Y)].

To find the sensitivity, take the logarithm of n²/(N_D − n) = Y and differentiate at fixed T, N_D and E_D:

[2 + n/(N_D − n)] d ln n = d ln N_c,

d ln n/d ln N_c = (N_D − n)/(2N_D − n).

The sensitivity tends to 1/2 in deep freeze-out and to zero when all donors are ionized. Without acceptors, at most half of a small relative change of N_c therefore reaches n.

Real silicon always contains some acceptors. With N_A of them per volume, fewer than the donors, n + N_A donors are ionized and the donor equation becomes n(n + N_A)/(N_D − N_A − n) = Y. Once n is far below both N_A and N_D − N_A, it is proportional to Y and hence to N_c, and the sensitivity tends to 1 instead of 1/2.

### Phosphorus in silicon

The inputs are rough typical values: six valleys, masses 0.19, 0.19 and 0.92 electron masses, α = 0.5 eV⁻¹, a donor depth of 45 meV and N_D = 10¹⁶ cm⁻³. The mean mass is

m_d = (0.19² × 0.92)^(1/3) = 0.321 electron masses.

At 300 K, kT = 25.85 meV and t = 0.5 × 0.02585 = 0.0129. The leading factor is 1 + 3.75 × 0.012926 = 1.0485, and the full Kane factor is 1.0490. Thus

N_c = 2.744×10¹⁹ × 1.0490 = 2.878×10¹⁹ cm⁻³.

A direct sum over three-dimensional wave vectors with the unequal masses gives the same value. At fixed n, μ moves by −kT ln R = −1.24 meV. At fixed doping 99.6 % of the donors are ionized and the sensitivity is 0.0041, so n rises by only 0.019 %.

At 77 K, kT = 6.635 meV, R = 1.0125 and N_c = 3.61×10¹⁸ cm⁻³. The donor equation gives

Y = (3.61×10¹⁸/2) exp(−45/6.635) = 2.05×10¹⁵ cm⁻³,

n = 2×10¹⁶/[1 + √(1 + 4×10¹⁶/(2.05×10¹⁵))] = 3.62×10¹⁵ cm⁻³.

Now 36 % of the donors are ionized and the sensitivity is 0.39. The sensitivity predicts that the Kane factor raises n by 0.39 × 1.25 % = 0.49 %. Solving the donor equation with and without the factor gives 0.48 %, slightly less because the change of N_c is finite. Of the temperatures computed, 77 K has the smallest correction to N_c and the largest effect on n, because on cooling from 300 K to 77 K the sensitivity grows faster than R − 1 shrinks. This does not continue: the sensitivity cannot exceed 1/2, so the effect peaks near 77 K and falls at lower temperature, to 0.39 % at 50 K.

### The model beside real silicon

The doping is ordinary, and N_c at room temperature has the accepted size of roughly 3×10¹⁹ cm⁻³. Real phosphorus does not have the single donor level assumed here. The 1s level is split, with ten further states, spin included, roughly 12 meV above the ground level. They raise the effective degeneracy at 77 K to 2 + 10 exp(−12/6.635) = 3.64 and lower n by 21 % of the Kane value. The donors also interact: the Coulomb energy at their mean spacing, reduced by the permittivity of silicon, is about 2.7 meV. If the depth fell by that full amount, n at 77 K would rise by 16 %. This is a scale for the effect and not a calculated lowering. Either number far exceeds the Kane change of 0.48 %. At 300 K the upper 1s states raise the effective degeneracy to 8.29. The ionized fraction then drops from 99.6 % to 98.4 %, and the Kane change of n rises from 0.019 % to 0.077 %.

For N_c itself the concerns are different. Since m_d^(3/2) is proportional to the transverse mass, a 4 % change of that mass with temperature would change N_c by 4 %, nearly as much as the Kane factor at 300 K. The next conduction band makes the Kane form doubtful above roughly 0.13 eV. At 300 K, 2.1 % of the model's electrons lie there. If the leading correction is sorted by energy, as in the first derivation, its integrand is proportional to x^(3/2) e^(−x), and 7 % of it comes from this range. Sorted by wave vector, as in the second derivation, the integrand is proportional to w^(5/2) e^(−w), and the share from parabolic energies above 0.13 eV is 18.5 %. The size of the resulting error can be seen in a local empirical-pseudopotential band structure of silicon with nearly the same masses. With both lowest conduction bands included, the ratio N_c/N_c0 is about 1.058 at 300 K and 1.023 at 150 K, against 1.049 and 1.024 for the Kane band. At room temperature the Kane factor thus gives the correction to N_c only to within about a fifth of its size. Degeneracy lowers n at fixed μ by 0.012 % at this doping, and the intrinsic density, about 10¹⁰ cm⁻³, is negligible. The remaining values, including those at 150 K, are in the numerical output.

Numbers as computed

```
Silicon with phosphorus, rough typical inputs
masses m_t, m_l, m_d (electron masses): 0.19, 0.92, 0.3214
valleys: 6; alpha = 0.5 1/eV
donors = 1.0e+16 cm^-3; depth = 45 meV; g = 2
states 50-150 meV, one valley: count 4.3998e+19 cm^-3
  same from derived density of states: 4.3989e+19 cm^-3
Nc at 300 K from 3D k sum = 2.87841e+19 cm^-3
(R-1)/t at t=0.001: 3.75328; next coefficient: 3.2788
mean (eps/kT)^2, parabolic: 3.75000
t = alpha kT | 1+15t/4 | R | upper bound (dimensionless)
  0.01 | 1.03750 | 1.03783 | 1.03783
  0.05 | 1.18750 | 1.19542 | 1.19570
  0.10 | 1.37500 | 1.40574 | 1.40781
  0.20 | 1.75000 | 1.86672 | 1.88125
Coulomb energy at mean donor spacing = 2.65 meV
upper 1s states: 10 at 12 meV (rough)
T = 77 K: kT = 6.635 meV, alpha kT = 0.003318
  1+15t/4 = 1.012441, R = 1.012477
  Nc0 = 3.5680e+18, Nc = 3.6125e+18 cm^-3
  shift of mu at fixed n = -0.0823 meV
  n parabolic = 3.59885e+15, n Kane = 3.61630e+15 cm^-3
  ionized = 0.3616, dln n/dln Nc = 0.39029
  change of n by Kane factor = 0.4847 %
  by upper 1s states (g_eff 3.64) = -21.48 %
  by Coulomb lowering of depth = 16.33 %
T = 150 K: kT = 12.926 meV, alpha kT = 0.006463
  1+15t/4 = 1.024236, R = 1.024373
  Nc0 = 9.7012e+18, Nc = 9.9377e+18 cm^-3
  shift of mu at fixed n = -0.3113 meV
  n parabolic = 9.40702e+15, n Kane = 9.41958e+15 cm^-3
  ionized = 0.9420, dln n/dln Nc = 0.05598
  change of n by Kane factor = 0.1335 %
  by upper 1s states (g_eff 5.95) = -9.02 %
  by Coulomb lowering of depth = 1.04 %
T = 300 K: kT = 25.852 meV, alpha kT = 0.012926
  1+15t/4 = 1.048472, R = 1.049016
  Nc0 = 2.7439e+19, Nc = 2.8784e+19 cm^-3
  shift of mu at fixed n = -1.2371 meV
  n parabolic = 9.95879e+15, n Kane = 9.96070e+15 cm^-3
  ionized = 0.9961, dln n/dln Nc = 0.00410
  change of n by Kane factor = 0.0192 %
  by upper 1s states (g_eff 8.29) = -1.20 %
  by Coulomb lowering of depth = 0.04 %
Neglected effects at 300 K
degeneracy lowers n at fixed mu by 0.0119 %
degeneracy cancels the Kane gain at n = 4.002e+18 cm^-3
Nc change if m_t changes by 4 %: 4.00 %
electrons above 0.13 eV: 2.07 %
share of the 15t/4 term from there: 7.36 %
intrinsic density (gap 1.12 eV, Nv set to Nc) = 1.1e+10 cm^-3
```
